# Two Coupled Tunnelling Dipoles: Energy Levels and the Lowest Splitting: a program that tests the result

```python
"""Two identical tunnelling dipoles,
    H = -(D0/2)(sx1 + sx2) - J sz1 sz2,
have the lowest splitting delta = sqrt(J^2 + D0^2) - J, which is D0 at J = 0
and tends to D0^2/(2J) for J >> D0.
D0: splitting of one dipole; J: coupling energy; sz = +1, -1: the two wells.
Energies are in meV and lengths in nm unless a label says otherwise.
Basis order: up-up, up-down, down-up, down-down.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

sx = np.array([[0.0, 1.0], [1.0, 0.0]])
sz = np.diag([1.0, -1.0])
one = np.eye(2)
X1, X2 = np.kron(sx, one), np.kron(one, sx)
Z1, Z2 = np.kron(sz, one), np.kron(one, sz)


def pair_hamiltonian(d1, d2, coupling):
    return -0.5 * d1 * X1 - 0.5 * d2 * X2 - coupling * Z1 @ Z2


def lowest_gap(matrix):
    levels = np.linalg.eigvalsh(matrix)
    return levels[1] - levels[0]


def gap_formula(d0, coupling):
    return d0**2 / (coupling + np.hypot(coupling, d0))


# Symbolic spectrum from the 4x4 matrix itself
Ds, Js, lam = sp.symbols("D J lam", positive=True)
sxs, szs, ones = sp.Matrix([[0, 1], [1, 0]]), sp.diag(1, -1), sp.eye(2)
kron = sp.kronecker_product
H_sym = (-Ds / 2 * (kron(sxs, ones) + kron(ones, sxs))
         - Js * kron(szs, szs))
char_poly = (lam * sp.eye(4) - H_sym).det()
expected = (lam**2 - Js**2) * (lam**2 - Js**2 - Ds**2)
assert sp.expand(char_poly - expected) == 0

# Splitting against coupling, from diagonalization
ratios = [0.0, 0.5, 1.0, 2.0, 5.0, 10.0]
table = [lowest_gap(pair_hamiltonian(1, 1, r)) for r in ratios]
for r, g in zip(ratios, table):
    assert abs(g - gap_formula(1.0, r)) < 1e-12
assert abs(table[0] - 1.0) < 1e-12
fine = [lowest_gap(pair_hamiltonian(1, 1, r)) for r in np.linspace(0, 10, 201)]
assert np.all(np.diff(fine) < 0)
g20 = lowest_gap(pair_hamiltonian(1, 1, 20.0))
relative_correction = g20 * 40.0 - 1.0
assert abs(relative_correction / (-1 / (4 * 20.0**2)) - 1) < 0.01

# Mechanism: both dipoles must tunnel, and two paths add
assert abs(lowest_gap(pair_hamiltonian(1.0, 0.0, 5.0))) < 1e-12
g_unequal = lowest_gap(pair_hamiltonian(1.0, 0.4, 20.0))
assert abs(g_unequal / (1.0 * 0.4 / 40.0) - 1) < 0.01
cost_a, cost_b = 30.0, 70.0
H_paths = np.diag([0, cost_a, cost_b, 0]) - 0.5 * (X1 + X2)
g_paths = lowest_gap(H_paths)
assert abs(g_paths / (0.5 * (1 / cost_a + 1 / cost_b)) - 1) < 0.01

# Worked example: coupling of two head-to-tail dipoles
D0, arm, eps_r, R = 0.1, 0.05, 5.0, 1.4
coulomb = const.e / (4 * np.pi * const.epsilon_0) * 1e9 * 1e3  # meV nm
J = 2 * arm**2 * coulomb / (eps_r * R**3)
H = pair_hamiltonian(D0, D0, J)
levels, vectors = np.linalg.eigh(H)
delta = levels[1] - levels[0]
limit = D0**2 / (2 * J)
E = np.hypot(J, D0)
assert np.allclose(levels, [-E, -J, J, E], atol=1e-12)
assert limit > delta

# Uniform-field matrix element and the sign of the coupling
cos2 = 0.5 * (1 + J / E)
moment = abs(vectors[:, 0] @ (Z1 + Z2) @ vectors[:, 1])
assert abs(moment - 2 * np.sqrt(cos2)) < 1e-10
neg_levels, neg_vectors = np.linalg.eigh(pair_hamiltonian(D0, D0, -J))
neg_moment = abs(neg_vectors[:, 0] @ (Z1 + Z2) @ neg_vectors[:, 1])
assert abs(neg_levels[1] - neg_levels[0] - delta) < 1e-12
assert neg_moment < 1e-10

# Dynamics from up-up over one reversal time
hbar = const.hbar / const.e * 1e3  # meV s
t_flip = np.pi * hbar / delta
t_single = np.pi * hbar / D0
times = np.linspace(0, t_flip, 20001)
phases = np.exp(-1j * np.outer(times, levels) / hbar)
amplitudes = (phases * vectors[0]) @ vectors.T
prob = np.abs(amplitudes)**2
p_reversed = prob[-1, 3]
p_anti = np.max(prob[:, 1] + prob[:, 2])
anti_bound = D0**2 / (2 * E**2)
assert p_reversed >= cos2**2 - 1e-9
assert abs(p_anti / anti_bound - 1) < 1e-3

# Neglected: temperature
kB = const.k / const.e * 1e3  # meV/K
T_delta = delta / kB
pop_cold, pop_warm = [np.exp(-delta / (kB * T)) for T in (0.05, 1.0)]

# Neglected: a third dipole on the axis, frozen in one well
r_far = 10.0
b1, b2 = [J * (R / r)**3 for r in (r_far, r_far + R)]
gap_bias = lowest_gap(H - b1 * Z1 - b2 * Z2)
bias_split = 2 * (b1 + b2)
assert abs(gap_bias / np.hypot(delta, bias_split) - 1) < 0.02

# Neglected: Lorentz local field acting on a bare moment
lorentz = ((eps_r + 2) / 3)**2
gap_lorentz = lowest_gap(pair_hamiltonian(D0, D0, lorentz * J))

# Neglected: finite displacement; each ion sits off a compensated site
def charge_energy(s1, s2):
    return coulomb / eps_r * (1 / (R + (s2 - s1) * arm)
                              - 1 / (R + s2 * arm)
                              - 1 / (R - s1 * arm) + 1 / R)


four = np.array([charge_energy(a, b) for a in (1, -1) for b in (1, -1)])
J_charges = -(four[0] - four[1] - four[2] + four[3]) / 4
assert abs(J_charges / J - 1) < 0.01
gap_charges = lowest_gap(np.diag(four) - 0.5 * D0 * (X1 + X2))

# Neglected: eight wells, i.e. three two-valued components per dipole
def site_operator(op, position):
    out = np.eye(1)
    for k in range(6):
        out = np.kron(out, op if k == position else one)
    return out


axis = np.array([0.0, 0.0, 1.0])
tensor = (3 * np.outer(axis, axis) - np.eye(3)) * J / 2
H8 = sum(-0.5 * D0 * site_operator(sx, k) for k in range(6))
for a in range(3):
    for b in range(3):
        H8 = H8 - tensor[a, b] * (site_operator(sz, a)
                                  @ site_operator(sz, 3 + b))
levels8 = np.linalg.eigvalsh(H8)
gap8, next8 = levels8[1] - levels8[0], levels8[2] - levels8[0]
assert abs(gap8 - delta) < 1e-10
assert abs(next8 - gap_formula(D0, J / 2)) < 1e-10

# Neglected: higher vibrational levels, from quartic double wells
mass_u = 7.0
kin = const.hbar**2 / (2 * mass_u * const.atomic_mass) / const.e * 1e21
x = np.linspace(-0.13, 0.13, 81)
dx = x[1] - x[0]
diff = np.subtract.outer(np.arange(x.size), np.arange(x.size))
safe = np.where(diff == 0, 1, diff)
sign = np.where(diff % 2 == 0, 1.0, -1.0)
kinetic = kin / dx**2 * np.where(diff == 0, np.pi**2 / 3, 2 * sign / safe**2)


def well_matrix(barrier):
    return kinetic + np.diag(barrier * ((x / arm)**2 - 1)**2)


barrier = brentq(lambda v: lowest_gap(well_matrix(v)) - D0, 2.0, 40.0,
                 xtol=1e-10)
well_levels, well_states = np.linalg.eigh(well_matrix(barrier))
x_matrix = well_states.T @ (x[:, None] * well_states)
stiffness = J / x_matrix[0, 1]**2


def vibrational_gap(n):
    h, q, unit = np.diag(well_levels[:n]), x_matrix[:n, :n], np.eye(n)
    return lowest_gap(np.kron(h, unit) + np.kron(unit, h)
                      - stiffness * np.kron(q, q))


assert abs(vibrational_gap(2) - delta) < 1e-7
gap_vib = vibrational_gap(12)
assert abs(vibrational_gap(8) / gap_vib - 1) < 1e-3
assert abs(gap_vib / delta - 1) < 0.2


def percent(value):
    return 100 * (value / delta - 1)


print("Splitting against coupling (units of D0)")
for r, g in zip(ratios, table):
    lim = f"{1 / (2 * r):.5f}" if r > 0 else "none"
    print(f"  J/D0 = {r:4.1f}: delta/D0 = {g:.5f}, limit form = {lim}")
print(f"Single splitting D0 = {D0:.3f} meV")
print(f"Dipole moment p = {arm:.3f} e nm")
print(f"Relative permittivity = {eps_r:.1f}")
print(f"Distance R = {R:.2f} nm")
print(f"e^2/(4 pi eps0) = {coulomb:.2f} meV nm")
print(f"Coupling J = {J:.5f} meV, J/D0 = {J / D0:.3f}")
print("Four levels =", ", ".join(f"{v:.5f}" for v in levels), "meV")
print(f"Exact delta = {delta:.6f} meV")
print(f"Exact delta / h = {delta / (2 * np.pi * hbar) / 1e9:.3f} GHz")
print(f"Limit D0^2/(2J) = {limit:.6f} meV")
print(f"Limit form exceeds exact by {percent(limit):.3f} %")
print(f"Reduction D0/delta = {D0 / delta:.3f}")
print(f"Pair reversal time = {t_flip * 1e9:.4f} ns")
print(f"Single-dipole reversal time = {t_single * 1e9:.4f} ns")
print(f"Probability reversed at that time = {p_reversed:.4f}")
print(f"Lower bound cos^4(theta) = {cos2**2:.4f}")
print(f"Largest antiparallel population = {p_anti:.4f}")
print(f"Matrix element of sz1+sz2, J > 0 = {moment:.4f}")
print(f"Matrix element of sz1+sz2, J < 0 = {neg_moment:.4f}")
print(f"delta / kB = {T_delta:.4f} K")
print(f"Population ratio of lowest two, 0.05 K = {pop_cold:.4f}")
print(f"Population ratio of lowest two, 1 K = {pop_warm:.4f}")
print(f"Third dipole: distance = {r_far:.1f} nm")
print(f"Third dipole: bias splitting = {bias_split:.6f} meV")
print(f"Third dipole: gap = {gap_bias:.6f} meV ({percent(gap_bias):+.2f} %)")
print(f"Lorentz field: factor on J = {lorentz:.3f}")
print(f"Lorentz field: gap = {gap_lorentz:.6f} meV")
print(f"Finite displacement: J change = {100 * (J_charges / J - 1):+.3f} %")
print(f"Finite displacement: gap change = {percent(gap_charges):+.3f} %")
print(f"Eight wells: lowest gap = {gap8:.6f} meV")
print(f"Eight wells: next excitation = {next8:.6f} meV")
print(f"Double well: mass = {mass_u:.1f} u, barrier = {barrier:.3f} meV")
print(f"Double well: third level at {well_levels[2] - well_levels[0]:.3f} meV")
print(f"Double well: pair gap = {gap_vib:.6f} meV ({percent(gap_vib):+.2f} %)")
print("checks complete")
```

Running it gives:

```
Splitting against coupling (units of D0)
  J/D0 =  0.0: delta/D0 = 1.00000, limit form = none
  J/D0 =  0.5: delta/D0 = 0.61803, limit form = 1.00000
  J/D0 =  1.0: delta/D0 = 0.41421, limit form = 0.50000
  J/D0 =  2.0: delta/D0 = 0.23607, limit form = 0.25000
  J/D0 =  5.0: delta/D0 = 0.09902, limit form = 0.10000
  J/D0 = 10.0: delta/D0 = 0.04988, limit form = 0.05000
Single splitting D0 = 0.100 meV
Dipole moment p = 0.050 e nm
Relative permittivity = 5.0
Distance R = 1.40 nm
e^2/(4 pi eps0) = 1439.96 meV nm
Coupling J = 0.52477 meV, J/D0 = 5.248
Four levels = -0.53421, -0.52477, 0.52477, 0.53421 meV
Exact delta = 0.009443 meV
Exact delta / h = 2.283 GHz
Limit D0^2/(2J) = 0.009528 meV
Limit form exceeds exact by 0.900 %
Reduction D0/delta = 10.590
Pair reversal time = 0.2190 ns
Single-dipole reversal time = 0.0207 ns
Probability reversed at that time = 0.9833
Lower bound cos^4(theta) = 0.9824
Largest antiparallel population = 0.0175
Matrix element of sz1+sz2, J > 0 = 1.9911
Matrix element of sz1+sz2, J < 0 = 0.0000
delta / kB = 0.1096 K
Population ratio of lowest two, 0.05 K = 0.1117
Population ratio of lowest two, 1 K = 0.8962
Third dipole: distance = 10.0 nm
Third dipole: bias splitting = 0.004824 meV
Third dipole: gap = 0.010594 meV (+12.19 %)
Lorentz field: factor on J = 5.444
Lorentz field: gap = 0.001750 meV
Finite displacement: J change = +0.513 %
Finite displacement: gap change = -0.222 %
Eight wells: lowest gap = 0.009443 meV
Eight wells: next excitation = 0.018410 meV
Double well: mass = 7.0 u, barrier = 37.250 meV
Double well: third level at 20.148 meV
Double well: pair gap = 0.009392 meV (-0.54 %)
checks complete
```
